\section*{Koster–Slater Condition and the Binding Threshold of a Simple Cubic Band}

\section{Definitions and conventions}

One electron moves on an infinite simple cubic lattice with one orbital $|\mathbf r\rangle$ per site. The orbitals are orthonormal, and $\mathbf r$ has integer components, so lengths are in units of the site spacing $a$. With hopping energy $t>0$, and $\boldsymbol\delta$ running over the six nearest-neighbour vectors,
\begin{equation}
H=H_0+U|0\rangle\langle0|,\qquad
H_0=-t\sum_{\mathbf r,\boldsymbol\delta}|\mathbf r+\boldsymbol\delta\rangle\langle\mathbf r| .
\end{equation}
The impurity changes the energy of the site at the origin by $U$; attraction means $U<0$. Bloch waves $e^{i\mathbf k\cdot\mathbf r}$ diagonalize $H_0$:
\begin{equation}
\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z),\qquad -6t\le\varepsilon_{\mathbf k}\le 6t .
\end{equation}
Write $\int_{\mathbf k}$ for $\int d^3k/(2\pi)^3$ over $-\pi<k_i\le\pi$, so that $\int_{\mathbf k}1=1$. For $E$ outside the band, define
\begin{equation}
G_0(E)=\langle0|(E-H_0)^{-1}|0\rangle=\int_{\mathbf k}\frac1{E-\varepsilon_{\mathbf k}} .
\label{G}
\end{equation}
A bound level is an energy outside the band that has a normalisable eigenstate. Two edge quantities are needed:
\begin{equation}
W=\int_{\mathbf k}\frac{1}{\varepsilon_{\mathbf k}+6t},\qquad U_c=-\frac1W .
\end{equation}

\section{Theorem}

\textbf{Theorem.} (a) An energy $E$ outside the band is a bound level if and only if
\begin{equation}
1=U\,G_0(E).
\label{KS}
\end{equation}
(b) $W$ is finite, and a level below the band exists if and only if $U<U_c$. It is then unique. The threshold obeys
\begin{equation}
\frac{8t}{\sqrt3\,\pi}\le|U_c|\le6t .
\label{bounds}
\end{equation}
(c) No normalisable state exists at $E=-6t$ for any $U\neq0$; in particular, there is none at $U=U_c$.

Equation (\ref{KS}) is the Koster--Slater condition for a single-site impurity.

\subsection{Proof of (a)}

Let $H\psi=E\psi$, with $E$ outside the band. Moving $H_0$ to the left gives
\begin{equation}
(E-H_0)|\psi\rangle=U\psi(0)|0\rangle .
\end{equation}
No $\varepsilon_{\mathbf k}$ equals $E$, so the left-hand operator can be inverted:
\begin{equation}
\psi(\mathbf r)=U\psi(0)\,\langle\mathbf r|(E-H_0)^{-1}|0\rangle .
\label{psi}
\end{equation}
If $\psi(0)$ were zero, $\psi$ would vanish everywhere. Hence $\psi(0)\ne0$; setting $\mathbf r=0$ and dividing by $\psi(0)$ yields (\ref{KS}).

Conversely, let (\ref{KS}) hold, choose $\psi(0)\neq0$ and define $\psi$ by (\ref{psi}). At $\mathbf r=0$ this is consistent because of (\ref{KS}), and applying $E-H_0$ recovers the eigenvalue equation. The Bloch amplitudes are $U\psi(0)/(E-\varepsilon_{\mathbf k})$, which are bounded, so the norm is finite. Setting it to one gives the weight on the impurity site:
\begin{equation}
1=U^2|\psi(0)|^2\int_{\mathbf k}\frac1{(E-\varepsilon_{\mathbf k})^2}
\quad\Longrightarrow\quad
|\psi(0)|^2=-\frac{1}{U^2G_0'(E)},
\label{weight}
\end{equation}
since differentiating (\ref{G}) gives $G_0'=-\int_{\mathbf k}(E-\varepsilon_{\mathbf k})^{-2}$. $\square$

\subsection{Lemma: the edge integral is finite}

For $0\le x\le\pi/2$ the sine lies above its chord, $\sin x\ge2x/\pi$. With $x=|k|/2$,
\begin{equation}
1-\cos k=2\sin^2(k/2)\ge 2k^2/\pi^2 .
\end{equation}
Therefore $\varepsilon_{\mathbf k}+6t=2t\sum_i(1-\cos k_i)\ge4tk^2/\pi^2$, where $k=|\mathbf k|$ on the right. The integrand is positive, so enlarging the cubic zone to the ball of radius $\sqrt3\,\pi$ that contains it can only raise the integral:
\begin{equation}
W\le\frac{\pi^2}{4t}\,\frac{1}{8\pi^3}\int_0^{\sqrt3\pi}\frac{4\pi k^2\,dk}{k^2}
=\frac{\pi^2}{4t}\,\frac{\sqrt3}{2\pi}=\frac{\sqrt3\,\pi}{8t}.
\end{equation}
The volume element $k^2dk$ has cancelled the singularity $1/k^2$. For a lower bound, put $x_{\mathbf k}=\varepsilon_{\mathbf k}+6t$. The Cauchy--Schwarz inequality gives
\begin{equation}
1=\Big(\int_{\mathbf k}x_{\mathbf k}^{1/2}x_{\mathbf k}^{-1/2}\Big)^2\le\int_{\mathbf k}x_{\mathbf k}\int_{\mathbf k}\frac1{x_{\mathbf k}}=6t\,W,
\end{equation}
because the cosines average to zero. Taking reciprocals of both bounds on $W$ gives (\ref{bounds}). $\square$

\subsection{Proof of (b) and (c)}

For $E<-6t$ every denominator in (\ref{G}) is negative, so $G_0<0$, and a solution of (\ref{KS}) requires $U<0$. The condition then reads $|G_0(E)|=1/|U|$. Since $G_0'<0$, $|G_0|$ increases strictly as $E$ rises. It tends to zero for $E\to-\infty$, because $|G_0|\le1/(|E|-6t)$, and by monotone convergence it tends to $W$ at the band edge. It thus takes each value between $0$ and $W$ once and no other. A root exists precisely when $1/|U|<W$, that is $U<U_c$, and it is unique.

At $E=-6t$ the eigenvalue equation in Bloch form is $-(\varepsilon_{\mathbf k}+6t)\psi_{\mathbf k}=U\psi(0)$. If $\psi(0)\ne0$, then $|\psi_{\mathbf k}|=|U\psi(0)|/(\varepsilon_{\mathbf k}+6t)$. From $1-\cos k_i\le k_i^2/2$ the denominator is at most $tk^2$, so near $k=0$ the norm contains $\int k^2dk/k^4$, which diverges. If $\psi(0)=0$, then $\psi_{\mathbf k}=0$ except at the single point $\mathbf k=0$, which carries no norm. $\square$

\section{The value of the threshold and its meaning}

For $x>0$, $1/x=\int_0^\infty e^{-x\tau}d\tau$. Apply this with $x=\varepsilon_{\mathbf k}-E$ and exchange the integrals, which is allowed for a positive integrand. The three directions factorize, and $I_0(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos k}dk$ is the modified Bessel function, so
\begin{equation}
|G_0(E)|=\int_0^\infty e^{-|E|\tau}\,I_0(2t\tau)^3\,d\tau,\qquad E\le-6t .
\label{laplace}
\end{equation}
At the band edge this gives $W=0.252731/t$, and a sum over a mesh in the Brillouin zone, extrapolated to zero mesh spacing, gives the same six digits. Hence
\begin{equation}
U_c=-\frac{t}{0.252731}=-3.957\,t,
\end{equation}
or $0.330$ of the band width $12t$.

The integrand has a simple reading. The function $P(\mathbf r,\tau)=\langle\mathbf r|e^{-(H_0+6t)\tau}|0\rangle$ obeys $\partial_\tau P(\mathbf r)=t\sum_{\boldsymbol\delta}[P(\mathbf r+\boldsymbol\delta)-P(\mathbf r)]$, the equation of a random walk with rate $t$ along each bond. $W$ is the mean total time that this walk spends at its starting site. In three dimensions that time is finite, and a weak attraction cannot make up for the cost of confining the electron.

\section{Just beyond the threshold}

Let $E=-6t-\delta$, where $\delta>0$ is the binding energy. Then
\begin{equation}
W-|G_0|=\int_{\mathbf k}\Big[\frac1{x_{\mathbf k}}-\frac1{x_{\mathbf k}+\delta}\Big]=\int_{\mathbf k}\frac{\delta}{x_{\mathbf k}(x_{\mathbf k}+\delta)} .
\end{equation}
For small $\delta$ the leading part comes from $k\sim\sqrt{\delta/t}$, where $x_{\mathbf k}\approx tk^2$. Extending the $k$ integral to infinity, and neglecting the quartic terms of $x_{\mathbf k}$, causes errors of order $\delta$. Thus
\begin{equation}
W-|G_0|\approx\frac{\delta}{2\pi^2t}\int_0^\infty\frac{dk}{tk^2+\delta}
=\frac{\delta}{2\pi^2t}\,\frac{\pi}{2\sqrt{t\delta}}=\frac{\sqrt\delta}{4\pi t^{3/2}} .
\end{equation}
With $W=1/|U_c|$ and $|G_0|=1/|U|$,
\begin{equation}
\delta\approx16\pi^2t^3\Big(\frac1{|U_c|}-\frac1{|U|}\Big)^2 .
\label{shallow}
\end{equation}
The binding starts quadratically. For $t=1$ eV and $U=-3.96073$ eV, which is $0.1\%$ beyond the threshold, (\ref{shallow}) gives $1.0066\times10^{-5}$ eV and the full condition $1.0057\times10^{-5}$ eV.

In the same regime $|G_0'|\approx\frac1{2\pi^2}\int_0^\infty k^2dk/(tk^2+\delta)^2=1/(8\pi t^{3/2}\sqrt\delta)$. By (\ref{weight}) the site weight is $8\pi t^{3/2}\sqrt\delta/U^2$, which goes to zero: the state spreads over the lattice as it merges with the band.

\section{Where the threshold is absent or moved}

\subsection{One and two dimensions}

In a chain, try $\psi(n)=e^{-\kappa|n|}$ with $\kappa>0$. Away from the impurity the equation gives $E=-2t\cosh\kappa$. At $n=0$ it gives $E=-2te^{-\kappa}+U$, so $U=-2t\sinh\kappa$ and
\begin{equation}
E=-\sqrt{4t^2+U^2}.
\end{equation}
This lies below the band edge $-2t$ for every $U<0$.

On the square lattice the edge is $-4t$. Integrating over $k<q$, with $q$ small and fixed, gives
\begin{equation}
|G_0|\approx\frac1{2\pi}\int_0^{q}\frac{k\,dk}{tk^2+\delta}+\text{const}
=\frac1{4\pi t}\ln\frac{tq^2+\delta}{\delta}+\text{const}.
\end{equation}
This diverges as $\delta\to0$, so $|G_0|=1/|U|$ again has a root for every attraction. With $t=1$ eV and $U=-3$ eV held fixed, the binding energy is $\sqrt{13}-2=1.606$ eV in the chain and $0.412$ eV on the square lattice. On the simple cubic lattice there is no bound level.

\subsection{Repulsion}

Let $S|\mathbf r\rangle=(-1)^{x+y+z}|\mathbf r\rangle$. Each hop changes the sign, so $SH_0S=-H_0$, while the impurity term is unchanged. Hence $S(H_0+U|0\rangle\langle0|)S=-(H_0-U|0\rangle\langle0|)$: a level at $E$ for strength $U$ implies one at $-E$ for $-U$. Repulsion $U>|U_c|$ therefore splits one level off the top of the band.

\subsection{Finite lattices}

On a periodic cube of $L^3$ sites, $\int_{\mathbf k}$ becomes $L^{-3}\sum_{\mathbf k}$. The term $\mathbf k=0$ contributes $1/(L^3\delta)$, which is unbounded, so for any attraction some level lies below $-6t$. For $|U|<|U_c|$ the other terms tend to $W$, with an error of order $1/L$ because the sum leaves out a region $k\lesssim1/L$ in which $\int k^2dk/k^2\sim1/L$. Thus
\begin{equation}
\frac1{|U|}=\frac1{L^3\delta}+\frac1{|U_c|}+O(1/L),\qquad
L^3\delta\to\frac{1}{1/|U|-1/|U_c|} .
\end{equation}
For $t=1$ eV and $U=-3$ eV the limit is $1/(0.333333-0.252731)=12.41$ eV. Diagonalization at $L=24$ gives $11.08$ eV, $11\%$ below the limit. The depth itself falls from $1.77\times10^{-2}$ eV at $L=8$ to $8.0\times10^{-4}$ eV at $L=24$. This is a displaced band state. For $U=-6$ eV the depth instead settles at $1.104$ eV.

\section{Worked example}

Take $t=1$ eV, $a=0.25$ nm and $U=-6$ eV. The threshold is $U_c=-3.957$ eV, so a level exists. Condition (\ref{KS}) requires $G_0=1/U=-0.166667\ \mathrm{eV}^{-1}$, which (\ref{laplace}) reaches at
\begin{equation}
E=-7.104\ \text{eV},\qquad \delta=7.104-6=1.104\ \text{eV}.
\end{equation}
Diagonalization of the $L=24$ lattice gives the same energy. The shallow-level formula (\ref{shallow}) gives $1.170$ eV, $6\%$ above the full result. The error does not grow steadily: the formula lies about $10\%$ above the full result near $|U|=5$ eV, crosses it near $|U|=7$ eV and is $20\%$ below it at $|U|=10$ eV. It must fail for strong attraction: as $|U|\to\infty$ the formula tends to the finite value $16\pi^2t^3/U_c^2$, while the true binding grows like $|U|$. With $G_0'=-0.035935\ \mathrm{eV}^{-2}$, the site weight is
\begin{equation}
|\psi(0)|^2=\frac1{36\times0.035935}=0.773 .
\end{equation}

For the decay along an axis, do the $k_x$ integral first. At fixed $\mathbf q=(k_y,k_z)$ the problem is a chain with energy $-2t\cosh\kappa_q=E+2t(\cos k_y+\cos k_z)$, whose Green function is $-e^{-\kappa_q|n|}/(2t\sinh\kappa_q)$; inserting it in the chain equation at $n=0$ gives $2t(\cosh\kappa_q-e^{-\kappa_q})/(2t\sinh\kappa_q)=1$, as required. At large $n$ small $q$ dominates, where $\kappa_q\approx\kappa+q^2/(2\sinh\kappa)$ and $2t(\cosh\kappa-1)=\delta$. The Gaussian integral over $\mathbf q$ is $\sinh\kappa/(2\pi n)$, so
\begin{equation}
\frac{\psi(n,0,0)}{\psi(0)}\approx\frac{|U|}{4\pi t}\,\frac{e^{-\kappa n}}{n}.
\end{equation}
Here $\cosh\kappa=1+1.104/2=1.552$, $\kappa=1.008$, and the decay length is $0.25/1.008=0.248$ nm, about one site spacing.

\section{Effects outside the single-site model}

\subsection{Neighbouring sites}

Let the impurity also shift its six neighbours by $U_1$ and multiply the hopping to them by $1+\eta$. A fully symmetric state involves the neighbours through $|s\rangle=6^{-1/2}\sum_{\boldsymbol\delta}|\boldsymbol\delta\rangle$. In the basis $|0\rangle,|s\rangle$ the perturbation is
\begin{equation}
V=\begin{pmatrix}U&-\sqrt6\,\eta t\\-\sqrt6\,\eta t&U_1\end{pmatrix},\qquad \det(1-GV)=0,
\end{equation}
the second relation being the solvability condition of $\psi=GV\psi$. Since $H_0|0\rangle=-\sqrt6\,t|s\rangle$, the $\langle0|\cdots|0\rangle$ and $\langle0|\cdots|s\rangle$ elements of $(E-H_0)G=1$ give
\begin{equation}
G_{s0}=\frac{1-EG_{00}}{\sqrt6\,t},\qquad G_{ss}=-\frac{E\,G_{s0}}{\sqrt6\,t},\qquad G_{00}=G_0(E).
\end{equation}
An assumed tail $U_1=-0.2$ eV with $\eta=0$ moves the threshold to $-3.81$ eV and the binding at $U=-6$ eV to $1.14$ eV. An assumed $\eta=0.1$ with $U_1=0$ gives $-3.53$ eV and $1.28$ eV.

\subsection{Electron repulsion}

Let the band be half filled, with Fermi energy zero, and let electrons of opposite spin repel by $I$ on a site. In mean field without spin polarization, and with the other sites held at occupation $1/2$ per spin,
\begin{equation}
U_{\rm eff}=U+I\big(n-\tfrac12\big),
\end{equation}
where $n$ is the impurity occupation per spin; the uniform shift $I/2$ is absorbed in the zero of energy. The absence of polarization is imposed, not found. Because $\varepsilon_{\mathbf k+(\pi,\pi,\pi)}=-\varepsilon_{\mathbf k}$, the unpolarized half-filled band is unstable in mean field toward alternating spin order when $I\int_{\mathbf k}\tanh(\varepsilon_{\mathbf k}/2k_BT)/(2\varepsilon_{\mathbf k})>1$. For $I=2$ eV this quantity is $1.35$ at $378$ K, so the numbers below describe a constrained state. To find $n$, note that an eigenstate of energy $\epsilon$ contributes $\frac1\pi\int_0^\infty\mathrm{Re}\frac{1}{i\omega-\epsilon}d\omega=-\frac12\mathrm{sgn}\,\epsilon$. Adding $\frac12$ counts it when $\epsilon<0$. Summing with the site weights gives
\begin{equation}
n=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{G_0(i\omega)}{1-U_{\rm eff}G_0(i\omega)}\,d\omega ,
\end{equation}
where the fraction solves $G=G_0+G_0U_{\rm eff}G$ on the impurity site. For an assumed $I=2$ eV and $U=-6$ eV, the self-consistent occupation is $n=0.934$, and $U_{\rm eff}=-6+2\times0.434=-5.13$ eV. The binding drops from $1.10$ to $0.48$ eV, and the bare threshold moves to $-4.77$ eV. Within this mean-field model, the $U$ in the theorem is therefore the self-consistent $U_{\rm eff}$, not the bare site energy.

\subsection{Comparison with interconnect metals}

The band width, of order $10$ eV, and the site spacing, a few tenths of a nanometre, have the rough scale of the wide $sp$ band of an interconnect metal. The impurity parameters $U$, $U_1$, $\eta$ and $I$ are assumed values, not fitted to any real impurity, and the model does not enforce the charge balance that screening imposes in a metal. Near the band bottom $\varepsilon_{\mathbf k}+6t\approx tk^2$, so the effective mass is $\hbar^2/(2ta^2)=0.61$ electron masses. The lattice is not typical: copper and aluminium are face-centred cubic and lack the nesting that makes the half-filled simple cubic band unstable to spin order, and copper also has $d$ bands. The number $3.957\,t$ should not be carried over to them. For the assumed values of $U_1$, $\eta$ and $I$, repulsion moves the result most, cutting the binding by $56\%$; other values could change this order. At $378$ K the thermal energy is $0.033$ eV, small beside both the binding and the level's $7.1$ eV depth below the Fermi energy. Lattice relaxation and the finite lifetime of a hole in the level are left out. Resistivity depends on scattering at the Fermi energy, which the threshold alone does not determine. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hopping t: 1.00 eV
site spacing: 0.25 nm
band width: 12.0 eV
band-bottom effective mass: 0.610 electron masses
G0 at band bottom, integral: -0.252731 1/eV
G0 at band bottom, zone sum: -0.252731 1/eV
critical U: -3.9568 eV
critical |U| / band width: 0.3297 (no unit)
elementary lower bound on |Uc|: 1.4702 eV
example U, bound: -6.00 eV
level energy: -7.10392 eV
level energy, L=24 diagonalization: -7.10392 eV
binding energy below band: 1.10392 eV
shallow-level estimate of binding: 1.1697 eV
G0 at the level: -0.166667 1/eV
dG0/dE at the level: -0.035935 1/eV^2
weight on impurity site: 0.7730 (no unit)
decay constant kappa: 1.0075 per site
amplitude decay length: 0.2481 nm
level above band for U=+6 eV: 7.10392 eV
near-threshold test U: -3.96073 eV
near-threshold binding, full: 1.0057e-05 eV
near-threshold binding, formula: 1.0066e-05 eV
comparison U, unbound in 3D: -3.00 eV
L=8: depth for U=-3: 1.7694e-02 eV; for U=-6: 1.10449 eV
L=16: depth for U=-3: 2.5655e-03 eV; for U=-6: 1.10392 eV
L=24: depth for U=-3: 8.0180e-04 eV; for U=-6: 1.10392 eV
L^3*depth at L=24, U=-3: 11.084 eV
predicted large-L limit: 12.407 eV
binding for U=-3 in 1D: 1.6056 eV
binding for U=-3 in 2D: 0.4121 eV
assumed neighbour tail: -0.20 eV
critical U with tail: -3.8074 eV
binding with tail: 1.1360 eV
assumed hopping increase: 10 percent
critical U with changed hopping: -3.5277 eV
binding with changed hopping: 1.2778 eV
assumed on-site repulsion: 2.00 eV
site occupation per spin at U=-6: 0.948 (no unit)
self-consistent U_eff from bare -6: -5.131 eV
self-consistent occupation per spin: 0.934 (no unit)
binding at U_eff (0 = none): 0.483 eV
bare critical U with repulsion: -4.767 eV
temperature of use: 378 K
thermal energy kT: 0.0326 eV
\end{verbatim}
